# How Many Argon Collisions Slow a 10 eV Copper Atom?: test program

```python
# Result under test: the mean energy of copper atoms in stationary argon is
# multiplied by 1-f per hard-sphere collision, f = 2 m M/(m+M)^2, so about
# nine collisions take the mean from 10 eV to below 0.04 eV.
# m, M: masses of copper and argon (u); energies in eV; velocities in
# sqrt(eV/u); x = (impact parameter / collision diameter)^2, uniform on 0..1.
# Simulations apply the impulse along the line of centres of two spheres.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(2718)
m, M = 63.546, 39.948
E_start, E_end = 10.0, 0.04
T_gas, T_hot = 300.0, 500.0
pressure_mTorr = 5.0
diameter_nm, small_diameter_nm = 0.30, 0.25
softness = 1.4
excitation_eV = 1.4
k_eV = const.k / const.e
atoms = 300000

# Derived formulas
gamma = 4*m*M/(m + M)**2
loss = gamma/2
keep = 1 - loss
log_ratio = np.log(E_start/E_end)
n_real = log_ratio/(-np.log(keep))
n_whole = int(np.ceil(n_real))
alpha = ((m - M)/(m + M))**2
xi = 1 + alpha*np.log(alpha)/(1 - alpha)
u_max = -np.log(alpha)
u_square = (2 - alpha*(u_max**2 + 2*u_max + 2))/(1 - alpha)
n_first = log_ratio/xi + u_square/(2*xi**2)
mean_cosine = 1 - M**2/(3*m**2)
forward_paths = (1 - mean_cosine**n_whole)/(1 - mean_cosine)
soft_loss = gamma/(1 + softness)
n_soft = log_ratio/(-np.log(1 - soft_loss))


def kinematic_loss(x, a):
    """Fractional loss from the final laboratory velocity vector."""
    cos_chi = 2*x**(1/a) - 1
    sin_chi = np.sqrt(max(0.0, 1 - cos_chi**2))
    along = (m + M*cos_chi)/(m + M)
    across = M*sin_chi/(m + M)
    return 1 - along**2 - across**2


assert abs(quad(kinematic_loss, 0, 1, args=(1.0,))[0] - loss) < 1e-8
assert abs(quad(kinematic_loss, 0, 1, args=(softness,))[0] - soft_loss) < 1e-7


def dot(a, b):
    return np.sum(a*b, axis=1, keepdims=True)


def unit(a):
    return a/np.sqrt(dot(a, a))


def energy(v):
    return 0.5*m*np.sum(v*v, axis=1)


def sphere_collision(v, V):
    """Copper velocity after a random hard-sphere hit on argon of velocity V."""
    g = v - V
    g_hat = unit(g)
    side = rng.normal(size=v.shape)
    side = unit(side - dot(side, g_hat)*g_hat)
    x = rng.random((len(v), 1))
    centres = np.sqrt(1 - x)*g_hat + np.sqrt(x)*side
    return v - 2*M/(m + M)*dot(g, centres)*centres


def beam():
    v = np.zeros((atoms, 3))
    v[:, 2] = np.sqrt(2*E_start/m)
    return v


# Stationary gas: energies, first passage and forward distance
v = beam()
forward = np.zeros(atoms)
passage = np.ones(atoms)
sim_mean = [E_start]
for n in range(1, 31):
    if n <= n_whole:
        forward += rng.exponential(size=atoms)*unit(v)[:, 2]
    v = sphere_collision(v, np.zeros_like(v))
    E = energy(v)
    sim_mean.append(E.mean())
    passage += E > E_end
    if n == 1:
        sim_xi = np.mean(np.log(E_start/E))
    if n == n_whole:
        median_E = np.median(E)
        fraction_below = np.mean(E < E_end)
assert np.all(E < E_end)
for n in (1, 4, n_whole):
    assert abs(sim_mean[n]/(E_start*keep**n) - 1) < 0.04
sim_whole = next(n for n, value in enumerate(sim_mean) if value < E_end)
assert sim_whole == n_whole == 9
assert abs(sim_xi - xi) < 0.01
assert abs(passage.mean() - n_first) < 0.03
assert abs(forward.mean() - forward_paths) < 0.04


# Moving gas: partners either unweighted or weighted by relative speed
def partners(v, T, weighted):
    sigma = np.sqrt(k_eV*T/M)
    V = rng.normal(scale=sigma, size=v.shape)
    if not weighted:
        return V
    speed = np.sqrt(np.sum(v*v, axis=1))
    waiting = np.arange(len(v))
    while len(waiting):
        trial = rng.normal(scale=sigma, size=(len(waiting), 3))
        g = np.sqrt(np.sum((v[waiting] - trial)**2, axis=1))
        # Argon faster than six sigma is too rare to matter for this bound
        bound = speed[waiting] + 6*sigma
        accepted = rng.random(len(waiting))*bound < g
        V[waiting[accepted]] = trial[accepted]
        waiting = waiting[~accepted]
    return V


def moving_gas_mean(T, weighted):
    v = beam()
    for _ in range(n_whole):
        v = sphere_collision(v, partners(v, T, weighted))
    return energy(v).mean()


thermal = 1.5*k_eV*T_gas
thermal_hot = 1.5*k_eV*T_hot
warm_nine = thermal + (E_start - thermal)*keep**n_whole
hot_nine = thermal_hot + (E_start - thermal_hot)*keep**n_whole
n_warm = np.log((E_start - thermal)/(E_end - thermal))/(-np.log(keep))
sim_warm = moving_gas_mean(T_gas, False)
sim_hot = moving_gas_mean(T_hot, False)
sim_spheres = moving_gas_mean(T_gas, True)
assert abs(sim_warm/warm_nine - 1) < 0.03
assert abs(sim_hot/hot_nine - 1) < 0.03
assert abs(sim_spheres/warm_nine - 1) < 0.25
assert thermal < E_end < thermal_hot

# Distances and neglected effects
density = pressure_mTorr*1e-3*const.torr/(const.k*T_gas)


def free_path_cm(d_nm):
    return 100/(density*np.pi*(d_nm*1e-9)**2)


path = free_path_cm(diameter_nm)
path_small = free_path_cm(small_diameter_nm)
reduced_mass = m*M/(m + M)*const.atomic_mass
v_start = np.sqrt(2*E_start*const.e/(m*const.atomic_mass))
v_end = np.sqrt(2*E_end*const.e/(m*const.atomic_mass))
wave_nm = const.hbar/(reduced_mass*v_end)*1e9
cm_energy = E_start*M/(m + M)
adiabatic = excitation_eV*const.e*diameter_nm*1e-9/(const.hbar*v_start)
assert wave_nm < 0.1*diameter_nm
assert adiabatic > 10

print(f"copper mass: {m:.3f} u; argon mass: {M:.3f} u")
print(f"start energy: {E_start:.1f} eV; end energy: {E_end:.2f} eV")
print(f"largest fractional loss gamma: {gamma:.4f}")
print(f"mean fractional loss f: {loss:.4f}")
print(f"mean fraction kept 1-f: {keep:.4f}")
print(f"ln(start/end): {log_ratio:.4f}")
print(f"-ln(1-f): {-np.log(keep):.4f}")
print(f"collision number from mean energy: {n_real:.2f}")
print(f"first whole number below end energy: {n_whole}")
for n in range(1, n_whole + 1):
    print(f"mean energy after {n} collisions: {E_start*keep**n:.4f} eV")
print(f"simulated mean after {n_whole}: {sim_mean[n_whole]:.4f} eV")
print(f"smallest kept fraction alpha: {alpha:.4f}")
print(f"mean logarithmic loss xi: {xi:.4f}")
print(f"mean squared logarithmic loss: {u_square:.4f}")
print(f"log ratio divided by xi: {log_ratio/xi:.2f}")
print(f"mean first-passage number, formula: {n_first:.2f}")
print(f"mean first-passage number, simulated: {passage.mean():.2f}")
print(f"median energy after {n_whole}: {median_E:.4f} eV")
print(f"fraction of atoms below end energy: {fraction_below:.3f}")
print(f"gas temperatures: {T_gas:.0f} K and {T_hot:.0f} K")
print(f"3kT/2 at {T_gas:.0f} K: {thermal:.4f} eV")
print(f"3kT/2 at {T_hot:.0f} K: {thermal_hot:.4f} eV")
print(f"moving gas, {T_gas:.0f} K, mean after 9: {warm_nine:.4f} eV")
print(f"same, simulated at constant rate: {sim_warm:.4f} eV")
print(f"same, simulated hard-sphere rate: {sim_spheres:.4f} eV")
print(f"moving gas, {T_hot:.0f} K, mean after 9: {hot_nine:.4f} eV")
print(f"collisions to end energy at {T_gas:.0f} K: {n_warm:.1f}")
print(f"soft-sphere parameter a: {softness:.1f}")
print(f"soft-sphere mean fractional loss: {soft_loss:.4f}")
print(f"soft-sphere collision number: {n_soft:.2f}")
print(f"pressure: {pressure_mTorr:.1f} mTorr")
print(f"collision diameter: {diameter_nm:.2f} nm")
print(f"argon number density: {density:.3e} m^-3")
print(f"mean free path: {path:.2f} cm")
print(f"path length to collision 9: {n_whole*path:.1f} cm")
print(f"mean laboratory cosine: {mean_cosine:.4f}")
print(f"forward distance in free paths: {forward_paths:.2f}")
print(f"same, simulated: {forward.mean():.2f}")
print(f"mean forward distance to collision 9: {forward_paths*path:.1f} cm")
print(f"forward distance for diameter {small_diameter_nm:.2f} nm: "
      f"{forward_paths*path_small:.1f} cm")
print(f"reduced de Broglie wavelength at end: {wave_nm:.4f} nm")
print(f"centre-of-mass energy at first hit: {cm_energy:.2f} eV")
print(f"rough copper excitation energy: {excitation_eV:.1f} eV")
print(f"copper speed at start: {v_start:.0f} m/s")
print(f"adiabaticity ratio at start: {adiabatic:.0f}")
print("every check passed")
```

Printed output:

```
copper mass: 63.546 u; argon mass: 39.948 u
start energy: 10.0 eV; end energy: 0.04 eV
largest fractional loss gamma: 0.9480
mean fractional loss f: 0.4740
mean fraction kept 1-f: 0.5260
ln(start/end): 5.5215
-ln(1-f): 0.6425
collision number from mean energy: 8.59
first whole number below end energy: 9
mean energy after 1 collisions: 5.2600 eV
mean energy after 2 collisions: 2.7667 eV
mean energy after 3 collisions: 1.4553 eV
mean energy after 4 collisions: 0.7655 eV
mean energy after 5 collisions: 0.4026 eV
mean energy after 6 collisions: 0.2118 eV
mean energy after 7 collisions: 0.1114 eV
mean energy after 8 collisions: 0.0586 eV
mean energy after 9 collisions: 0.0308 eV
simulated mean after 9: 0.0307 eV
smallest kept fraction alpha: 0.0520
mean logarithmic loss xi: 0.8379
mean squared logarithmic loss: 1.1963
log ratio divided by xi: 6.59
mean first-passage number, formula: 7.44
mean first-passage number, simulated: 7.44
median energy after 9: 0.0059 eV
fraction of atoms below end energy: 0.828
gas temperatures: 300 K and 500 K
3kT/2 at 300 K: 0.0388 eV
3kT/2 at 500 K: 0.0646 eV
moving gas, 300 K, mean after 9: 0.0695 eV
same, simulated at constant rate: 0.0691 eV
same, simulated hard-sphere rate: 0.0706 eV
moving gas, 500 K, mean after 9: 0.0953 eV
collisions to end energy at 300 K: 14.0
soft-sphere parameter a: 1.4
soft-sphere mean fractional loss: 0.3950
soft-sphere collision number: 10.99
pressure: 5.0 mTorr
collision diameter: 0.30 nm
argon number density: 1.609e+20 m^-3
mean free path: 2.20 cm
path length to collision 9: 19.8 cm
mean laboratory cosine: 0.8683
forward distance in free paths: 5.46
same, simulated: 5.47
mean forward distance to collision 9: 12.0 cm
forward distance for diameter 0.25 nm: 17.3 cm
reduced de Broglie wavelength at end: 0.0074 nm
centre-of-mass energy at first hit: 3.86 eV
rough copper excitation energy: 1.4 eV
copper speed at start: 5511 m/s
adiabaticity ratio at start: 116
every check passed
```
